# Why a 90° contact angle does not guarantee collapse-free drying

Whoever calculates whether a row of thin fins survives drying must decide what load to put on the fins, and which contact angle to put into that load. If the load is taken to be the Laplace pressure $2\gamma\cos\theta/d$ in a gap of width $d$, and the surface is described as having a contact angle of 90°, the load is zero and any fin passes, however slender. The fins worked out below pass that calculation and still close.

## The counter-example

Take two silicon fins of height $H=100$ nm and thickness $t=10$ nm, with a gap $d=20$ nm between them. Water of surface tension $\gamma=72$ mN/m fills the gap, and the outer gaps have already dried. The surface is nominally at 90°, but this is the middle of a hysteresis range: the contact line retreats only when the angle has fallen to $\theta_r=75°$, and advances only when it has risen to 105°. All forces are per unit length of fin. The meniscus is quasi-static, gravity is neglected, and the two fins bend as mirror images. The formulas contain neither $\hbar$ nor $e$ and read the same in atomic units.

**Rigid fins.** Let the contact line stand at height $h$ on a vertical wall. The liquid acts on the wall in two ways. Its suction $p=2\gamma\cos\theta/d$ acts over the height $h$, and its surface pulls at the contact line with tension $\gamma$, whose horizontal part is $\gamma\sin\theta$. Together,

$$F=\gamma\left(\sin\theta+\frac{2h}{d}\cos\theta\right).$$

At $\theta=90°$ the first term survives, so $F=\gamma=72$ mN/m. The energy says the same. At 90° wetting the wall costs nothing, so the energy is that of the flat liquid surface, $\gamma d$, and its derivative with respect to $d$ is $\gamma$.

At the angle that governs drying, 75°, and with $h=H$, the suction is 1.86 MPa and

$$F=72\,(\sin75°+10\cos75°)=256\ \text{mN/m}.$$

**Bending stiffness.** The fin stands along [001] and runs along [110]. Its faces are free of normal stress, and it cannot strain along its length. A strain $\epsilon$ across the thickness, along $[1\bar10]$, has the cubic-axis components $\epsilon_{11}=\epsilon_{22}=\epsilon/2$ and $\epsilon_{12}=-\epsilon/2$. The stress across the thickness is then $K\epsilon$ with $K=(C_{11}+C_{12})/2+C_{44}$, and the vertical stress is $C_{12}\epsilon$. Adding a vertical strain $\epsilon_z$ and setting the stress across the thickness to zero gives $\epsilon=-C_{12}\epsilon_z/K$, so the bending modulus is

$$E'=C_{11}-\frac{C_{12}^2}{K}=166-\frac{64^2}{195}=145\ \text{GPa},$$

with rough values 166, 64 and 80 GPa for $C_{11}$, $C_{12}$ and $C_{44}$. The stiffness per length is $B=E't^3/12=12083$ (N/m) nm².

**Bending.** Let the contact line sit at the top edges, the rims. A suction $p$ and a tip pull $P$ give the moment $M(z)=P(H-z)+p(H-z)^2/2$ at height $z$. For a fin clamped at its base, $Bw''=M$. Integrating $M/B$ once gives the slope at the tip; integrating $M(H-z)/B$ gives the tip shift:

$$\varphi=\frac{pH^3}{6B}+\frac{PH^2}{2B},\qquad w=\frac{pH^4}{8B}+\frac{PH^3}{3B}.$$

The tip pull alone, with $P=\gamma$, shifts the tip by

$$\ell=\frac{\gamma H^3}{3B}=\frac{0.072\times10^6}{3\times12083}\ \text{nm}=1.99\ \text{nm}.$$

**The meniscus between leaning fins.** Let the surface dip at angle $\alpha$ below the horizontal where it meets the fin. It is a circular arc over the remaining gap $g=d-2w$, so its radius is $R=g/(2\sin\alpha)$. Hence $p=\gamma/R=2\gamma\sin\alpha/g$ and $P=\gamma\cos\alpha$.

The contact angle is measured through the liquid, from the downward direction of the wall to the surface. If the fin leans inward by $\varphi$, the angle from that direction to the inward horizontal is $90°+\varphi$. The surface lies $\alpha$ below this horizontal, so

$$\theta=90°+\varphi-\alpha.$$

**The closing path.** As water evaporates, the line stays pinned at the rims until $\theta$ has fallen to $\theta_r$. For each tip shift $w$, the equation for $w$ was solved numerically for $\alpha$, which then gives $p$, $\varphi$ and $\theta$:

| $w$ (nm) | $p$ (MPa) | $\theta$ (deg) |
|---|---|---|
| 2 | 0.01 | 91.6 |
| 4 | 1.97 | 83.8 |
| 5 | 2.95 | 82.2 |
| 6 | 3.93 | 82.2 |
| 8 | 5.84 | 87.0 |
| 9 | 6.79 | 91.7 |

The angle falls, passes a minimum $\theta_c=82.0°$ at $w=5.5$ nm, and rises again. It never reaches 75°. The line therefore stays at the rims while the suction grows, and the tips meet.

Had the receding angle really been 90°, with everything else held fixed, the line would have come free at a tip shift of 2.32 nm. Below the rims, the bending formulas apply with $h$ in place of $H$, and the dry part above continues straight. Solved this way at 90°, the tip shift has fallen to 0.63 nm when the level is 50 nm. These fins survive a receding angle of 90°, but not a nominal 90° that recedes at 75°.

## Why there is a critical angle

For small $\alpha$, put $\sin\alpha\approx\alpha$ and $\cos\alpha\approx1$, and write $x=w-\ell$ for the part of the shift due to suction. Since $H^4/B=3\ell H/\gamma$,

$$x=\frac{pH^4}{8B}=\frac{3\ell H}{4}\,\frac{\alpha}{g}\quad\Rightarrow\quad \alpha=\frac{4gx}{3\ell H}.$$

The suction part of the slope is $pH^3/6B=4x/3H$, and the tip-pull part is $\gamma H^2/2B=3\ell/2H$. With $g=d-2\ell-2x$, and angles in radians,

$$\theta-\frac{\pi}{2}=\varphi-\alpha=\frac{3\ell}{2H}+\frac{4}{3\ell H}\left[2x^2-(d-3\ell)x\right].$$

For $d>3\ell$ this parabola has its minimum at $x=(d-3\ell)/4$, that is, at $w=(d+\ell)/4$, where

$$\theta_c\approx\frac{\pi}{2}+\frac{3\ell}{2H}-\frac{(d-3\ell)^2}{6\ell H}.$$

The example gives $w=(20+1.99)/4=5.50$ nm and $\theta_c$ of about 82°, in agreement with the numerical solution. The parabola also explains why the angles at 5 and 6 nm are equal: they lie symmetrically about the minimum.

Evaporation must also drive the pair along this path, which requires the liquid's cross-section to shrink as $x$ grows. Integrating the deflection over the height gives $H(2x/5+3\ell/8)$ for each fin. The shallow meniscus removes a further $g^2\alpha/6=2g^3x/(9\ell H)$. The cross-section $S$ therefore obeys

$$\frac{dS}{dx}=-\frac{4H}{5}-\frac{2(g^3-6g^2x)}{9\ell H}.$$

The only positive contribution is $4g^2x/(3\ell H)$. For a concave meniscus $g\le d$ and $x\le d/2$, so it is at most $2d^3/(3\ell H)$. The derivative is negative if $d^3<1.2\,\ell H^2$. Here the left side is $8.0\times10^3$ nm³ and the right side $2.4\times10^4$ nm³.

Hysteresis is not needed for collapse if the fins are soft enough. Setting $\theta_c=\pi/2$ gives $(d-3\ell)^2=9\ell^2$, or $d=6\ell$. For $3\ell<d<6\ell$, within the small-angle model and its evaporation condition, $\theta_c$ exceeds 90°, and a pair with dry outer gaps closes even when the receding angle is 90°.

## The general statement

**Statement.** A wall of any smooth profile, wetted on one face of a mirror-symmetric gap with a flat floor, is pulled toward the liquid by

$$F=\gamma\left(\cos\alpha+\frac{2h}{g}\sin\alpha\right),\qquad \alpha=90°-\theta+\varphi.$$

Here $h$ is the height of the contact line, $g$ the gap width there, $\theta$ the angle actually present, and $\varphi$ the inward lean of the wall there, with $\tan\varphi=-\tfrac12\,dg/dz$.

**Proof.** Cut the liquid at the midplane and consider the half that touches the wall. Across the cut, the other half pulls on it with the surface tension $\gamma$, horizontal there by symmetry, and with the suction $p$ over the midplane height $h_0$. The liquid's pressure on the flat floor is vertical. Forces at the corner where wall and floor meet are not counted in $F$; they act at the root and do not bend a clamped fin. Balance requires the wall to hold the liquid back with the sum of these pulls, and the liquid pulls on the wall equally:

$$F=\gamma+p\,h_0.$$

The meniscus centre lies $R(1-\cos\alpha)$ below the contact line, so $h_0=h-R(1-\cos\alpha)$. Since $p=\gamma/R$,

$$F=\gamma+\frac{\gamma h}{R}-\gamma(1-\cos\alpha)=\gamma\cos\alpha+\frac{\gamma h}{R},$$

and $1/R=2\sin\alpha/g$ gives the statement. A convex meniscus has negative $\alpha$ and $R$, and the same steps hold. The wall's shape below the contact line does not enter.

**No fixed angle removes the force.** For a straight vertical wall, $F=0$ requires $\tan\theta=-2h/g$, or $\theta_0=90°+\arctan(g/2h)$. In the 20 nm gap this neutral angle is 95.7° at a level of 100 nm, 101.3° at 50 nm and 116.6° at 20 nm. It moves as the liquid dries.

**Both faces wet.** The net force is the difference of two such expressions. With straight vertical walls at exactly 90° on both faces it is $\gamma-\gamma=0$, whatever the levels. A net force then needs an angle other than 90°, or a wall that leans at the contact line. Hysteresis can supply the first and a curved sidewall the second.

*Hysteresis.* Let both gaps be 20 nm wide and filled to 100 nm. If one line recedes at 75° while the other is still pinned at 90°, the net force is $256-72=184$ mN/m. If the other stands at 105°, the sines cancel and the force is $2\gamma(2h/g)\cos75°=373$ mN/m.

*Curved sidewalls.* Let the gap bulge by 4 nm at mid-height, $g(z)=20+16\,(z/H)(1-z/H)$ nm, with $\theta=90°$ throughout, so that $\alpha=\varphi$. At the top the gap narrows upward, $\varphi=4.57°$, and there is a suction of 0.57 MPa; the force is 129 mN/m. At a level of 25 nm the gap widens upward, $\varphi=-2.29°$, and the liquid pushes outward with 0.25 MPa; the force is 66 mN/m. A fin with such gaps on both sides, filled to 100 and 25 nm, feels a net 63.5 mN/m.

*A moment without a force.* Straight walls at 90° with levels $h_1=100$ nm and $h_2=50$ nm feel two opposite pulls at different heights. Their moment per unit length is $\gamma(h_1-h_2)=3.6$ nN. A pull at height $h$ shifts the tip by $\gamma h^2(3H-h)/6B$, and the difference of the two shifts is 1.37 nm. This counts only the loads on the straight fin. Once bent, the fin leans at both contact lines, which curves the menisci, adds a net force and bends it further. Zero net force on a straight fin is not zero bending.

## Real fins

The dimensions are meant as rough values for narrow silicon fins of aspect ratio ten, and the hysteresis range is a round choice. Real fins break the assumption of a rigid clamp. Treating the silicon below as an elastic half-space of the same modulus, which lets the root rotate, raises $\theta_c$ from 82.0° to 84.7° if the stress is taken to vary linearly across the root, and to about 84.5° if the root stays plane; a plane-strain finite-element solution with the anisotropic elastic constants gives 84.2° to 84.3°. Thickness matters more: with the rigid clamp, 9 nm gives 87.4° and 11 nm gives 75.1°. The latter is so close to the receding angle of 75° that the clamped model cannot decide whether the thicker fins close. The modulus is that of bulk silicon: a fin 10% softer gives 84.0°, and one whose outer 1 nm on each face is oxide of roughly 75 GPa gives 86.7°. A warm rinse with $\gamma$ of roughly 66 mN/m gives 80.1°. These angles come from linear beam theory; large deflection, shear and the downward part of the line pull, which acts at the inner edge of the rim, raise $\theta_c$ by 0.1° to 0.2° at 10 nm and by about 0.3° at 11 nm. A surface-stress difference as large as $\gamma$ would shift the tip by 0.15 nm, against 1.99 nm from the line pull. At the critical gap, van der Waals attraction is about 0.2% of the capillary pressure, for a rough Hamaker constant of $10^{-19}$ J; it grows as the tips approach. Charged walls repel through their counterions: in pure water, a surface charge of 0.01 to 0.05 C/m² gives 1 to 2% of the capillary pressure at that gap and lowers $\theta_c$ by 0.1° to 0.2°. Whether tips that have met stay together depends on their adhesion, which is not calculated here.

For a pair with dry outer gaps, the quantity to compare with $\theta_c$ is therefore the receding angle on the actual sidewall, with the actual thickness of both fins and the real gap profile in the calculation of $\theta_c$. If both gaps stay wet, the net force is the difference of two one-sided forces, each set by the angle, level and profile in its own gap.
